# Tunnelling half-life of hydroxymethylene and its deuterated form on a model path

**The problem**

Hydroxymethylene, HCOH, rearranges to formaldehyde, H₂CO, when the hydrogen on oxygen moves to carbon. Let $x$ be the displacement of this hydrogen relative to the rest of the molecule, treated as a rigid body, and take the model path

$$V(x)=\frac{27}{4}\,V_0\,\frac{x^2}{a^2}\left(1-\frac{x}{a}\right),\qquad V_0=30\ \text{kcal/mol}=0.047808\ \text{hartree},\quad a=2.55\ \text{bohr}.$$

Hartree atomic units are used, with $\hbar=1$. The assumptions are these.

- The reduced mass is constant: $\mu=mM/(m+M)$, with $m$ the mass of the moving atom and $M=29$ u that of HCO. This gives $\mu_H=1775.5\,m_e$ and $\mu_D=3433.1\,m_e$. In the deuterated form, HCOD, only the moving atom is replaced.
- $V_0$ includes the zero-point energy of the other vibrations, and $V(x)$ is the same for both isotopes. Curvature of the path is neglected.
- Formaldehyde is formed with much excess energy, which it loses to its surroundings, so there is no return. The unlimited fall of $V$ beyond $x=a$ represents this open exit.

**Part (a).** Locate the well and the barrier top, and find the harmonic frequency $\omega$ of the well for H and for D.

**Answer.** The derivative is

$$V'(x)=\frac{27}{4}V_0\left(\frac{2x}{a^2}-\frac{3x^2}{a^3}\right),$$

which vanishes at $x=0$, the well, and at $x=2a/3=1.70$ bohr. There $V=\frac{27}{4}\cdot\frac49\cdot\frac13\,V_0=V_0$, so this is the top and $V_0$ is the barrier height. The path returns to the well energy at $x=a$.

The curvature of the well is $V''(0)=27V_0/(2a^2)$. Setting it equal to $\mu\omega^2$ gives

$$\omega=\frac1a\sqrt{\frac{27V_0}{2\mu}},\qquad V(x)=\tfrac12\mu\omega^2x^2\left(1-\frac xa\right).$$

For H,

$$\omega_H=\frac{1}{2.55}\sqrt{\frac{27\times0.047808}{2\times1775.5}}=0.007477\ \text{hartree}\quad(1641\ \text{cm}^{-1}).$$

This value is fixed by the cubic shape and the chosen width and is not a vibration of the real molecule; there the bend that leads toward the barrier lies near 1200 cm$^{-1}$ in a scaled Hartree–Fock estimate. In the same way $\omega_D=0.005377$ hartree. The ratios $V_0/\omega$ are 6.394 and 8.891. The ground level, near $\omega/2$, therefore lies far below the top.

**Part (b).** Derive the WKB decay rate of a level of energy $E$ in the well.

**Answer.** Let $x_0<x_1<x_2$ be the turning points, with the well between $x_0$ and $x_1$ and the barrier between $x_1$ and $x_2$. Write $p=\sqrt{2\mu(E-V)}$ where motion is allowed and $\kappa=\sqrt{2\mu(V-E)}$ inside the barrier. The standard connection formula at $x_1$ joins

$$\frac{2C}{\sqrt p}\cos\left(\int_x^{x_1}p\,dx'-\frac\pi4\right)\quad\text{to}\quad\frac{C}{\sqrt\kappa}\exp\left(-\int_{x_1}^x\kappa\,dx'\right).$$

The cosine is the sum of two travelling waves of amplitude $C/\sqrt p$. Each carries the flux (density times velocity) $(C^2/p)(p/\mu)=C^2/\mu$.

The constant $C$ follows from normalization in the well. With $\cos^2$ replaced by its mean $\frac12$,

$$1=\int_{x_0}^{x_1}\frac{4C^2}{p}\cdot\frac12\,dx=2C^2\int_{x_0}^{x_1}\frac{dx}{p}=2C^2\,\frac{T}{2\mu}=\frac{C^2T}{\mu}.$$

Here $T$ is the classical period, and one crossing takes $T/2=\mu\int dx/p$. The flux striking the barrier is thus $C^2/\mu=1/T$, one attempt per period.

At $x_2$ the barrier function has been reduced by $e^{-\theta}$, with $\theta=\int_{x_1}^{x_2}\kappa\,dx$. It connects there to an outgoing wave of amplitude $Ce^{-\theta}/\sqrt p$, whose flux is $C^2e^{-2\theta}/\mu$. This is the probability lost per unit time. With $T\approx2\pi/\omega$ for a low level,

$$k=\frac{\omega}{2\pi}\,e^{-2\theta},\qquad 2\theta(E)=2\int_{x_1}^{x_2}\sqrt{2\mu(V-E)}\,dx,\qquad t_{1/2}=\frac{\ln2}{k}.$$

The last relation holds because a constant $k$ gives exponential decay. The connection formulas presuppose well-separated turning points. For a ground level $x_0$ and $x_1$ are close together, so the accuracy of the prefactor has to be checked; part (d) does this.

**Part (c).** Evaluate $2\theta$ first at $E=0$, then at $E=\omega/2$ to leading order for $V_0\gg\omega$. Give the half-life in closed form.

**Answer.** *Zero energy.* Call the exponent $B$. The second form of $V$ in part (a) gives $\sqrt{2\mu V}=\mu\omega x\sqrt{1-x/a}$. With $u=1-x/a$,

$$B=2\mu\omega\int_0^a x\sqrt{1-\frac xa}\,dx=2\mu\omega a^2\int_0^1(1-u)\sqrt u\,du=2\mu\omega a^2\left(\frac23-\frac25\right)=\frac{8}{15}\mu\omega a^2.$$

Since $\mu\omega^2a^2=27V_0/2$,

$$B=\frac{8}{15}\cdot\frac{27V_0}{2\omega}=\frac{36V_0}{5\omega}=\frac{4\sqrt3}{5}\,a\sqrt{2\mu V_0}.$$

The last form follows on inserting $\omega$. The exponent is linear in the width and grows as the square root of mass and of height.

*Effect of the zero-point energy.* The integrand of $2\theta$ vanishes at both turning points, so their motion with $E$ does not contribute to the derivative:

$$\frac{d(2\theta)}{dE}=-\tau(E),\qquad\tau(E)=2\mu\int_{x_1}^{x_2}\frac{dx}{\sqrt{2\mu(V-E)}}.$$

For small $E$, split the integral at a point $X$ with $x_1\ll X\ll a$.

Below $X$ the potential is harmonic and $x_1=\sqrt{2E/(\mu\omega^2)}$. This part is

$$\frac2\omega\int_{x_1}^X\frac{dx}{\sqrt{x^2-x_1^2}}=\frac2\omega\,\text{arcosh}\frac{X}{x_1}\approx\frac2\omega\ln\frac{2X}{x_1}.$$

Above $X$ the energy $E$ may be dropped at leading order. With $w=\sqrt{1-x/a}$, so that $x=a(1-w^2)$ and $dx=-2aw\,dw$, this part is

$$\frac2\omega\int_X^a\frac{dx}{x\sqrt{1-x/a}}=\frac2\omega\int_0^{w_X}\frac{2\,dw}{1-w^2}=\frac2\omega\ln\frac{1+w_X}{1-w_X}\approx\frac2\omega\ln\frac{4a}{X},$$

because $w_X\approx1-X/(2a)$. In the sum $X$ cancels, as it must:

$$\tau(E)\approx\frac2\omega\ln\frac{8a}{x_1}=\frac1\omega\ln\frac{64a^2}{x_1^2}=\frac1\omega\ln\frac{432V_0}{E},$$

where $a^2/x_1^2=\mu\omega^2a^2/(2E)=27V_0/(4E)$. Integrating from 0 to $\omega/2$,

$$2\theta\approx B-\frac1\omega\left[E\ln\frac{432V_0}{E}+E\right]_0^{\omega/2}=\frac{36V_0}{5\omega}-\frac12\left[1+\ln\frac{864V_0}{\omega}\right].$$

Insertion into the result of part (b) gives, with $e$ the base of natural logarithms,

$$t_{1/2}\approx\ln2\;\frac{2\pi}{\omega}\sqrt{\frac{\omega}{864\,e\,V_0}}\;\exp\left(\frac{36V_0}{5\omega}\right).$$

The formula loses accuracy as the level approaches the top. Compared with the exact resonance of part (d), it gives a half-life too short by 4% at $V_0/\omega=2$, by 21% at $V_0/\omega=1$, and by about half at $V_0/\omega=0.55$.

**Part (d).** Compute the half-lives of HCOH and HCOD, and judge the accuracy of the method on this path.

**Answer.** The closed exponents are

$$\text{H: }\ 46.037-\tfrac12[1+\ln(864\times6.394)]=41.229,$$
$$\text{D: }\ 64.017-\tfrac12[1+\ln(864\times8.891)]=59.044.$$

Direct quadrature of $2\theta(\omega/2)$ gives 41.218 and 59.035, so the expansion changes the half-lives by about 1%. With the quadrature values, $e^{-2\theta}$ is $1.257\times10^{-18}$ for H and $2.297\times10^{-26}$ for D. The attempt frequencies $\omega/2\pi$ are $4.920\times10^{13}$ and $3.538\times10^{13}\ \text{s}^{-1}$. Hence

$$k_H=4.920\times10^{13}\times1.257\times10^{-18}=6.18\times10^{-5}\ \text{s}^{-1},\qquad t_H=\frac{0.693}{k_H}=1.12\times10^4\ \text{s}\approx3.1\ \text{h},$$

$$k_D=3.538\times10^{13}\times2.297\times10^{-26}=8.13\times10^{-13}\ \text{s}^{-1},\qquad t_D=\frac{0.693}{k_D}=8.5\times10^{11}\ \text{s}\approx2.7\times10^4\ \text{years}.$$

In one year a fraction $2.6\times10^{-5}$ of HCOD is lost, so it is stable for practical purposes.

The rate can also be found without WKB. The decaying state is a resonance with complex energy $E_r-i\Gamma/2$. Its probability falls as $e^{-\Gamma t}$, so $\Gamma$ is the rate. The numerical check computes $\Gamma$ by diagonalizing the Hamiltonian with a complex-rotated coordinate, and obtains half-lives of 3.02 h and $2.59\times10^4$ years. Relative to these, the WKB half-lives are too long by 3% for H and 4% for D.

The error is larger for D although $V_0/\omega$ is larger, and it does not vanish for a high barrier. To see this, take the harmonic part of the barrier at $E=\omega/2$, where $x_1^2=1/(\mu\omega)$, and put $y=x/x_1$. Then $\kappa=\sqrt{\mu\omega}\,\sqrt{y^2-1}$ and

$$\int_{x_1}^x\kappa\,dx'=\tfrac12\left[y\sqrt{y^2-1}-\text{arcosh}\,y\right]\approx\frac{y^2}{2}-\frac14-\frac12\ln 2y\qquad(y\gg1).$$

With $C^2=\mu/T=\mu\omega/2\pi$, the WKB density there is $\sqrt{\mu\omega}\,(\sqrt e/\pi)\,e^{-y^2}$. The exact oscillator ground state gives $\sqrt{\mu\omega/\pi}\,e^{-y^2}$, which is larger by $\sqrt{\pi/e}=1.075$. The escaping flux is proportional to this density. In the limit $V_0\gg\omega$ the WKB half-life of the ground level is therefore too long by 7.5% of the exact value. The computed ratios WKB/exact, 1.030 and 1.042, lie 4% and 3% below 1.075, roughly in proportion to $\omega/V_0$. The closer agreement on this path is thus a partial cancellation.

**Part (e).** Explain how a mass ratio of 1.93 produces so large an isotope effect.

**Answer.** From part (b),

$$\frac{t_D}{t_H}=\frac{\omega_H}{\omega_D}\,e^{2\theta_D-2\theta_H}=1.3905\times e^{17.817}=7.6\times10^7.$$

The lower attempt frequency of D contributes the factor 1.39, and the exponential contributes the rest. Because $B\propto\sqrt\mu$, its increase is

$$B_D-B_H=B_H\left(\sqrt{\mu_D/\mu_H}-1\right)=46.037\times0.3905=17.98,$$

slightly more than the actual difference 17.817. The zero-point term of part (c) removes 4.808 from the exponent of H and 4.973 from that of D, which lowers the difference by $\frac12\ln1.3905=0.16$. The isotope effect is thus governed by $B$. A modest relative change of the exponent matters because the exponent itself is large. For a thin or low barrier, with small $B_H$, the same mass ratio would have a much weaker effect.

**Part (f).** Does heat contribute at 10 K? Which of the results are predictions?

**Answer.** *Heat.* There are two competitors. Tunnelling from the first excited level, near $3\omega/2$, meets a smaller exponent but carries the weight $e^{-\omega/k_BT}$. Relative to ground-state tunnelling its rate is about $10^{-99}$ for H and $10^{-70}$ for D. Classical passage over the top, with the same attempt frequency and the factor $e^{-(V_0-\omega/2)/k_BT}$, is smaller by more than 580 powers of ten for both. At 10 K the decay in this model is ground-state tunnelling, and its rate does not depend on temperature.

*Predictions.* The closed half-life varies as $\omega^{-1/2}V_0^{-1/2}e^B$, and $\omega\propto V_0^{1/2}/a$. Hence $\ln t_{1/2}=B+\frac12\ln a-\frac34\ln V_0+\text{const}$ and

$$d\ln t_{1/2}=\left(B+\tfrac12\right)\frac{da}{a}+\left(\tfrac B2-\tfrac34\right)\frac{dV_0}{V_0}.$$

For H, widening the path by 0.10 bohr, or 4%, adds $46.5\times0.039=1.8$ to the logarithm, a factor of about 6. Quadrature confirms the scale of the changes:

| $V_0$ (kcal/mol) | $a$ (bohr) | H (h) | D (years) |
|---|---|---|---|
| 30 | 2.45 | 0.50 | $2.2\times10^3$ |
| 30 | 2.65 | 19 | $3.4\times10^5$ |
| 29 | 2.55 | 1.5 | $9.5\times10^3$ |
| 31 | 2.55 | 6.5 | $7.6\times10^4$ |

The barrier height alone therefore does not determine the half-life. The width used here is a round value, chosen so that HCOH decays in hours; the 3 h are a calibration of the model. With the assumed reduced masses, the stability of HCOD then follows without a further parameter, and it survives every variation in the table.

The figure of $2.7\times10^4$ years belongs to the model and may be too long for the real molecule by a factor of ten or more. In HCOH the other atoms move along the path too, which lowers the effective $\sqrt{\mu_D/\mu_H}$; a rough Hartree–Fock (6-31G*) estimate from the imaginary frequencies at the barrier top gives 1.33 instead of 1.39. By part (e) this reduces $B_D-B_H$ by $46\times0.06=2.8$ and $t_D$ by a factor of about 16, to some $1.6\times10^3$ years, which is still stable for practical purposes. Deuteration also changes the zero-point energy of the other vibrations, and a shift of $V_0$ by 1 kcal/mol alters $t_D$ by a factor of about 3. A curved path, on which the atom may tunnel along a shorter route, would change the exponents as well.

## Computed values

```
barrier height: 0.047808 hartree (30 kcal/mol)
path width a: 2.55 bohr
position of barrier top: 1.700 bohr
mass of HCO remainder: 52863.8 m_e (29 u)
H: reduced mass: 1775.5 m_e
H: omega: 0.007477 hartree (1641 cm^-1)
H: V0/omega: 6.394
H: attempts omega/2pi: 4.920e+13 s^-1
H: zero-energy exponent B: 46.037
H: exponent 2theta, quadrature: 41.218
H: exponent 2theta, closed form: 41.229
H: passage probability: 1.257e-18
H: WKB rate: 6.183e-05 s^-1
H: half-life, WKB quadrature: 1.121e+04 s = 3.114 h
H: half-life, closed formula: 3.148 h
H: half-life, exact resonance: 3.023 h
H: WKB/exact half-life: 1.0300
H: log10(excited-level/ground rate), 10 K: -99.0
H: log10(over-barrier/ground rate), 10 K: -586.5
D: reduced mass: 3433.1 m_e
D: omega: 0.005377 hartree (1180 cm^-1)
D: V0/omega: 8.891
D: attempts omega/2pi: 3.538e+13 s^-1
D: zero-energy exponent B: 64.017
D: exponent 2theta, quadrature: 59.035
D: exponent 2theta, closed form: 59.044
D: passage probability: 2.297e-26
D: WKB rate: 8.128e-13 s^-1
D: half-life, WKB quadrature: 8.528e+11 s = 2.702e+04 years
D: half-life, closed formula: 2.725e+04 years
D: half-life, exact resonance: 2.593e+04 years
D: WKB/exact half-life: 1.0421
D: log10(excited-level/ground rate), 10 K: -70.1
D: log10(over-barrier/ground rate), 10 K: -593.1
mass ratio mu_D/mu_H: 1.9336
frequency ratio omega_H/omega_D: 1.3905
exponent difference D - H: 17.817
half-life ratio D/H, WKB: 7.606e+07
half-life ratio D/H, exact: 7.518e+07
fraction of D form lost in one year: 2.57e-05
sensitivity (WKB quadrature):
V0 30 kcal/mol, a 2.45 bohr: H 0.502 h, D 2.15e+03 years
V0 30 kcal/mol, a 2.65 bohr: H 19.3 h, D 3.39e+05 years
V0 29 kcal/mol, a 2.55 bohr: H 1.47 h, D 9.45e+03 years
V0 31 kcal/mol, a 2.55 bohr: H 6.5 h, D 7.6e+04 years
```
